# Adjoint forces for equilibrated charges in a nonvariational energy, part 2

A finite cluster of $N$ atoms at positions $\mathbf R_i$, together $R$, carries Gaussian charges $q_i$ of widths $\sigma_i$ and fixed sum $Q$. The charges minimise $E_Q=\chi^Tq+\tfrac12q^TAq$, but the atoms move on a different energy $E(R,q(R))$, so the forces $F$ include a charge response. The algebra is in atomic units, and a charge is positive when the atom has lost electrons. All components of $\mathbf 1$ are one, and a prime denotes the derivative with respect to one coordinate $R_{k\alpha}$ unless stated otherwise.

The matrix is $A=C+J$, where $J$ is diagonal with constant hardnesses $J_i>0$, the smallest being $J_{\min}$. With $r_{ij}=|\mathbf R_i-\mathbf R_j|$ and $\gamma_{ij}^2=\sigma_i^2+\sigma_j^2$,

$$C_{ij}=\phi_{ij}=\frac{\operatorname{erf}(r_{ij}/\sqrt2\gamma_{ij})}{r_{ij}}\quad(i\ne j),\qquad C_{ii}=\frac1{\sigma_i\sqrt\pi}. \tag{7}$$

$$x^TAx\ge x^TJx\ge J_{\min}|x|^2, \tag{8}$$

The electronegativities $\chi_i$ and atomic energies $\varepsilon_i$ depend on a local descriptor $G_i(R)$:

$$E(R,q)=\underbrace{\tfrac12q^TC(R)\,q}_{E_{\rm elec}}+\underbrace{\sum_i\varepsilon_i(G_i,q_i)}_{E_{\rm short}},\qquad\chi_i=\chi_i(G_i). \tag{10}$$

The charges and the multiplier $\mu$ solve

$$Aq-\mu\mathbf 1=-\chi,\qquad\mathbf 1^Tq=Q,\qquad\text{or}\qquad M\begin{pmatrix}q\\-\mu\end{pmatrix}=\begin{pmatrix}-\chi\\Q\end{pmatrix},\quad M=\begin{pmatrix}A&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}. \tag{9}$$

With $g=\partial E/\partial q$ and $g^{\rm short}_i=\partial\varepsilon_i/\partial q_i$,

$$g=\mu\mathbf 1+\big(g^{\rm short}-\chi-Jq\big). \tag{13}$$

$$-F_{k\alpha}=\frac{dE}{dR_{k\alpha}}=\frac{\partial E}{\partial R_{k\alpha}}\Big|_q+g^Tq'. \tag{12}$$

The first term on the right is minus the frozen-charge force $F^0_{k\alpha}$. The direct route finds $q'$ by one solve per coordinate:

$$Aq'-\mu'\mathbf 1=-b_{k\alpha},\qquad\mathbf 1^Tq'=0,\qquad b_{k\alpha}=\chi'+A'q. \tag{14}$$

The adjoint route needs one solve in all, for $\lambda$ and $\nu$:

$$A\lambda+\nu\mathbf 1=g,\qquad\mathbf 1^T\lambda=0,\qquad\text{or}\qquad M\begin{pmatrix}\lambda\\ \nu\end{pmatrix}=\begin{pmatrix}g\\0\end{pmatrix}. \tag{15}$$

$$\frac{dE}{dR_{k\alpha}}=\frac{\partial E}{\partial R_{k\alpha}}\Big|_q-\lambda^T\Big(\frac{\partial\chi}{\partial R_{k\alpha}}+\frac{\partial A}{\partial R_{k\alpha}}\,q\Big). \tag{16}$$

With $P=I-\mathbf 1\mathbf 1^T/N$, which subtracts the mean, and $a_{\min}$ the smallest eigenvalue of $A$,

$$|\lambda|\le\frac{|Pg|}{a_{\min}}\le\frac{|Pg|}{J_{\min}}. \tag{17}$$

The Lagrangian

$$L=E(R,q)-\lambda^T\big(Aq+\chi-\mu\mathbf 1\big)-\nu\big(\mathbf 1^Tq-Q\big) \tag{18}$$

equals $E$ at the solution and is stationary there in $q,\mu,\lambda,\nu$. For any model parameter $p$,

$$\frac{dE}{dp}=\frac{\partial L}{\partial p}=\frac{\partial E}{\partial p}-\lambda^T\Big(\frac{\partial\chi}{\partial p}+\frac{\partial A}{\partial p}q\Big)+\nu\frac{\partial Q}{\partial p}, \tag{19}$$

so $dE/dQ=\nu$. In the variational case, $E=E_Q$, one has $g=\mu\mathbf 1$ and $\lambda=0$.

## 10. The force as a sum over pairs

Take the radial descriptor $G_i=\sum_{j\ne i}s(r_{ij})$ and define $\hat{\mathbf r}_{kj}=(\mathbf R_k-\mathbf R_j)/r_{kj}$, so that $\nabla_kr_{kj}=\hat{\mathbf r}_{kj}$. In this section a prime on $\phi$ or $s$ means $d/dr$, and from (7)

$$\phi'=\sqrt{\frac2\pi}\,\frac{e^{-r^2/2\gamma^2}}{\gamma r}-\frac{\operatorname{erf}(r/\sqrt2\gamma)}{r^2}.$$

Two gradients are needed. The diagonal of $A$ and of $C$ is constant, and the off-diagonal elements that depend on $\mathbf R_k$ lie in row $k$ and in column $k$. For fixed vectors $x$ and $y$, row $k$ contributes $x_ky_j$ and column $k$ contributes $x_jy_k$:

$$\nabla_k\big(x^TAy\big)=\nabla_k\big(x^TCy\big)=\sum_{j\ne k}(x_ky_j+x_jy_k)\,\phi'_{kj}\,\hat{\mathbf r}_{kj}. \tag{21}$$

In a sum $\sum_ic_iG_i$ with fixed $c_i$, the distance $r_{kj}$ occurs once in $G_k$ and once in $G_j$:

$$\sum_ic_i\nabla_kG_i=\sum_{j\ne k}(c_k+c_j)\,s'_{kj}\,\hat{\mathbf r}_{kj}. \tag{22}$$

The force on atom $k$ has four parts. The frozen Coulomb part is $-\tfrac12\nabla_k(q^TCq)$, and (21) with $x=y=q$ makes it $-\sum_jq_kq_j\phi'_{kj}\hat{\mathbf r}_{kj}$. The frozen short-range part is minus (22) with $c_i=\partial\varepsilon_i/\partial G_i$. The response through $\chi$ is $+\sum_i\lambda_i\nabla_k\chi_i$, which is (22) with $c_i=\lambda_i\,\partial\chi_i/\partial G_i$. The response through $A$ is plus (21) with $x=\lambda$, $y=q$. The two Coulomb coefficients combine through the identity $q_kq_j-\lambda_kq_j-\lambda_jq_k=(q_k-\lambda_k)(q_j-\lambda_j)-\lambda_k\lambda_j$, and the two descriptor weights combine into one:

$$\mathbf F_k=-\sum_{j\ne k}\Big\{\big[(q_k-\lambda_k)(q_j-\lambda_j)-\lambda_k\lambda_j\big]\phi'_{kj}+(w_k+w_j)\,s'_{kj}\Big\}\hat{\mathbf r}_{kj}, \tag{23}$$

$$w_i=\frac{\partial\varepsilon_i}{\partial G_i}-\lambda_i\frac{\partial\chi_i}{\partial G_i}. \tag{24}$$

The Coulomb part of (23) is the electrostatic force among Gaussian charges $q-\lambda$ minus the electrostatic force among charges $\lambda$, so two calls of an electrostatic force routine supply it and the matrices $\partial A/\partial R_{k\alpha}$ need not be stored. With several descriptors per atom, each has its own weight (24) multiplying its own gradient. The descriptor part couples atoms within the range of $s$, but its weights contain $q$ and $\lambda$, which come from solves over the whole cluster.

## 11. What is lost when $\lambda$ is dropped

Setting $\lambda=0$ in (23) gives $F^0$. For any $\lambda$ the force has the form $\mathbf F_k=-\sum_jc_{kj}\hat{\mathbf r}_{kj}$ with $c_{kj}=c_{jk}$, and $\hat{\mathbf r}_{jk}=-\hat{\mathbf r}_{kj}$. The pair terms cancel in $\sum_k\mathbf F_k$. In the torque, the pair $kj$ contributes $-c_{kj}(\mathbf R_k-\mathbf R_j)\times\hat{\mathbf r}_{kj}=0$. Net force and net torque thus vanish for the frozen-charge force as well as for the full force, as was tested for both, and these two sums give no information about the response term.

The work around a closed path does. From (12), $F^0=F+g^T\nabla q$. The full force is minus the gradient of the single-valued function $E(R,q(R))$, so its integral around a loop is zero, and $\nabla q_i\cdot dR=dq_i$:

$$\oint F^0\cdot dR=\oint g^Tdq=\oint\big(g^{\rm short}-\chi\big)^Tdq. \tag{25}$$

The second form uses (13): $\mu\mathbf 1^Tdq=0$ because $Q$ is fixed, and $q^TJ\,dq=d(\tfrac12q^TJq)$ integrates to zero around a loop. For two coordinates $a$ and $b$, the curl follows by differentiating $F^0_b=-\partial_bE+\sum_ig_i\partial_bq_i$, where all derivatives are total ones along $q(R)$. The second derivatives of $E$ and of $q_i$ are symmetric in $a,b$ and cancel:

$$\partial_aF^0_b-\partial_bF^0_a=\sum_i\big(\partial_ag_i\,\partial_bq_i-\partial_bg_i\,\partial_aq_i\big).$$

Where this is nonzero, $F^0$ is the gradient of no function at all, and for dynamics driven by it there is no potential energy whose sum with the kinetic energy is conserved. The example below has a loop with nonzero work. In the variational case $g_i=\mu$ for all $i$, each product sums to $\partial\mu\,\mathbf 1^T\partial q=0$, and the curl vanishes.

## 12. Incompletely converged solves

An iterative solver returns $q+\delta q$, $\mu+\delta\mu$, $\lambda+\delta\lambda$, $\nu+\delta\nu$. Insert these in (18). The first bracket becomes $A\delta q-\delta\mu\mathbf 1$ and the second $\mathbf 1^T\delta q$, by (9). With $H=\partial^2E/\partial q^2$,

$$\tilde L=E+g^T\delta q+\tfrac12\delta q^TH\delta q-(\lambda+\delta\lambda)^T(A\delta q-\delta\mu\mathbf 1)-(\nu+\delta\nu)\mathbf 1^T\delta q+O(\delta q^3).$$

The first-order terms are $(g-A\lambda-\nu\mathbf 1)^T\delta q+\delta\mu\,\mathbf 1^T\lambda$, and both vanish by (15). What remains is

$$\tilde L-E=\tfrac12\delta q^TH\delta q-\delta\lambda^T(A\delta q-\delta\mu\mathbf 1)-\delta\nu\,\mathbf 1^T\delta q+O(\delta q^3). \tag{26}$$

The plain estimate $E(R,q+\delta q)$ differs from $E$ by $g^T\delta q=\lambda^TA\delta q+\nu\mathbf 1^T\delta q$, which is of first order. Subtracting $\lambda$ times the residual of (9) and $\nu$ times the charge error therefore turns a first-order energy error into a second-order one, with quantities already at hand. The force does not share this gain. It is $-\partial L/\partial R$, and stationarity of $L$ does not make its derivative with respect to $R$ stationary. At fixed $q$, for instance, (16) is linear in $\lambda$, so $\delta F=\delta\lambda^T(\chi'+A'q)$. An error $\delta q$ at fixed $\lambda$ in general also enters the force at first order. Both solves must therefore be converged to the accuracy needed in the force. For the example below, with all four quantities perturbed in a random direction by two amounts a decade apart, the observed orders of the errors of $E$, $L$ and $F$, each measured from its converged value, are 1.001, 2.000 and 1.002.

## 13. What the single solve saves

The saving depends on how $M$ is solved. Gaussian elimination on an $n\times n$ matrix, $n=N+1$, updates an $m\times m$ block at 2 operations per entry for $m=n-1,\dots,1$, which sums to $\tfrac23n^3$ at leading order. Each further right side needs two triangular substitutions of $n^2$ operations each. After the factorisation that produced $q$, the direct route costs $3N\cdot2N^2=6N^3$ and the adjoint route $2N^2$. The totals are $\tfrac{20}3N^3$ and $\tfrac23N^3$ at leading order. With dense factorisation both routes scale as $N^3$, and the adjoint route lowers the prefactor by a factor of ten in this count. A factorisation that exploits the symmetry of $M$ costs $\tfrac13N^3$; the totals are then $\tfrac{19}3N^3$ and $\tfrac13N^3$, a factor of nineteen.

An iterative solver has no factorisation to share. Applying $P$ to the first equation of (15) removes $\nu$, and $P\lambda=\lambda$ gives $PAP\lambda=Pg$. On neutral vectors $PAP$ is positive definite by (8), so conjugate gradients applies. Multiplying (15) by $\mathbf 1^T$ recovers $\nu=(\mathbf 1^Tg-\mathbf 1^TA\lambda)/N$. Equation (14) projects in the same way. Every solve then costs a number of products with $A$, and if that number is similar for all right sides the direct route costs about $3N$ times the adjoint route, whatever the cost of one product. Here the power of $N$ changes by one. For a 36-atom cluster of the model below, with A and B alternating on a randomly displaced cubic grid, the adjoint solve took 19 products and the 108 direct solves took 2166 at the same relative residual. The ratio is 114.0, above 108, because the direct solves took $2166/108\approx20$ products on average. The adjoint forces agree with finite differences of the energy to $1.2\times10^{-10}$ eV/Å.

One adjoint solve serves one scalar function. Each individual charge is a different scalar function, and its derivatives need a solve with its own source in place of $g$.

## 14. Worked example: a charged four-atom chain

The model has round parameters and represents no material. Numbers are in eV, Å and elementary charges, so $C$ is multiplied by $k_e=14.39965$ eV Å/e². The functions are $\chi_i=\chi^0+a\tanh G_i$, $\varepsilon_i=W\tanh(uG_i+vq_i)$, which is a single unfitted neuron standing for a network, and $s=e^{-\eta r^2}(1-r^2/r_c^2)^3$ for $r<r_c$, zero beyond, with $\eta=0.25$ Å⁻² and $r_c=3.5$ Å. For species A and B, $\chi^0=3,6$ eV/e, $a=2,-1$ eV/e, $J=5,8$ eV/e², $\sigma=1,0.5$ Å, $W=3,2$ eV, $u=2,1$ and $v=1,-2$ e⁻¹. The chain A-B-A-B has $Q=+1$ and positions $(0,0,0)$, $(1.6,0.4,0)$, $(3,-0.3,0.5)$, $(4.6,0.2,0.3)$ Å. The full vectors are in the numerical output; digits serve to follow the arithmetic, and because of rounding a last digit can differ by one from what the printed factors give.

Descriptor and electronegativity of atom 1. The squared distances are $r_{12}^2=2.72$ and $r_{13}^2=9.34$ Å², and $r_{14}=4.61$ Å lies beyond the cutoff. Then $s_{12}=e^{-0.68}(0.77796)^3=0.50662\times0.47084=0.2385$ and $s_{13}=e^{-2.335}(0.23755)^3=0.0013$, so $G_1=0.2398$ and $\chi_1=3+2\tanh0.2398=3.4707$ eV/e.

Matrix. $A_{11}=5+14.39965/\sqrt\pi=13.1241$ eV/e². For the pair 1,2, $\gamma=\sqrt{1.25}$ Å and $r/\sqrt2\gamma=1.6492/1.5811=1.0431$, so $A_{12}=14.39965\times0.8598/1.6492=7.507$ eV/e². The smallest eigenvalue of $A$ is 7.58 eV/e², above the bound $J_{\min}=5$ eV/e².

Charges. Solving (9) gives $q=(0.5216,-0.0340,0.4381,0.0743)$ e and $\mu=12.294$ eV/e. Row 1 confirms it: $6.8456-0.2551+2.0010+0.2317+3.4707=12.294$. The two B atoms carry charges of opposite sign. The energies are $E_{\rm elec}=3.088$ eV, $E_{\rm short}=6.069$ eV and $E=9.157$ eV.

Source. For atom 1, $uG_1+vq_1=0.4797+0.5216=1.0013$ and $\operatorname{sech}^2$ of it is 0.4192, so $g_1^{\rm short}=3\times1\times0.4192=1.2575$ eV/e and $\partial\varepsilon_1/\partial G_1=3\times2\times0.4192=2.515$ eV. By (13), $g_1=12.2939+1.2575-3.4707-5\times0.5216=7.4727$ eV/e. The whole vector is $g=(7.473,4.013,6.924,1.942)$ eV/e, far from uniform.

Adjoint solve. Equation (15) gives $\lambda=(0.1725,-0.1657,0.2250,-0.2319)$ e, which sums to zero, and $\nu=6.148$ eV/e. Row 1 confirms it: $2.2643-1.2438+1.0278-0.7237+6.1480=7.4726$. The finite-difference slope $dE/dQ$ is also 6.148 eV/e, while $\mu$ is 12.294 eV/e. On the B atoms $|\lambda_i|$ exceeds $|q_i|$. The mean of $g$ is 5.088 eV/e and $|Pg|=4.48$ eV/e, so (17) bounds $|\lambda|$ by $4.48/7.58=0.59$ e; the actual norm is 0.40 e.

One response term by (22). The weights $\lambda_i\,\partial\chi_i/\partial G_i$ are $0.17253\times1.88923=0.3260$, $(-0.16568)(-0.79982)=0.1325$ and $0.22504\times1.62426=0.3655$ eV for atoms 1 to 3, so $w_1=2.5150-0.3260=2.1890$ eV. With $y=1-r^2/r_c^2$, $s'=e^{-\eta r^2}(-2\eta ry^3-6ry^2/r_c^2)$, which gives $s'_{12}=0.50662(-0.3883-0.4889)=-0.4444$ Å⁻¹ and $s'_{13}=0.09681(-0.0205-0.0845)=-0.01016$ Å⁻¹. The $x$ components of $\hat{\mathbf r}_{12}$ and $\hat{\mathbf r}_{13}$ are $-1.6/1.6492=-0.9701$ and $-3/3.0561=-0.9816$. The response through $\chi$ on atom 1 along $x$ is

$$0.4585(-0.4444)(-0.9701)+0.6915(-0.01016)(-0.9816)=0.1977+0.0069=0.2046\ \text{eV/Å},$$

matching the printed 0.20455 eV/Å.

The two routes for $F_x$ on atom 2. The direct solve (14) gives $\partial q/\partial x_2=(0.06942,0.00419,-0.08711,0.01349)$ e/Å, and $-g^Tq'=-(0.5188+0.0168-0.6032+0.0262)=0.0414$ eV/Å. The adjoint route gives $-0.00354+0.04491=0.0414$ eV/Å from the responses through $\chi$ and $A$. Adding the frozen parts, $-0.00710+0.59217+0.04137=0.62644$ eV/Å, or 0.012182 hartree/bohr. Adjoint, direct and finite-difference values all read 0.62644040 eV/Å, and over the twelve components the adjoint force differs from the finite-difference force by at most $3.1\times10^{-12}$ eV/Å.

Size of the response. The norm of $F-F^0$ over all components is 9.5% of the norm of $F$, but it is unevenly spread. Along $x$ on atom 3 the response is $0.0399-0.2632=-0.2233$ eV/Å, which is 81% of the total $-0.2755$ eV/Å, because the frozen parts $0.1710$ and $-0.2233$ eV/Å largely cancel. The response on this component and the frozen short-range part agree to the five printed decimals. This is a coincidence of the geometry: they differ in the sixth decimal, $-0.223270$ against $-0.223274$ eV/Å, and moving atom 4 by 0.1 Å along $+x$ separates them to $-0.248$ and $-0.083$ eV/Å.

Loop. Atom 2 is carried round a circle of radius 0.2 Å in the $xy$ plane about its position, counterclockwise as seen from positive $z$; the opposite sense reverses the sign of the work. The work of the full force is of order $10^{-16}$ eV, at the level of rounding. The work of $F^0$ is $-1.21\times10^{-3}$ eV per turn, and $\oint g^Tdq$, evaluated separately from the charges along the path, has the same value, as (25) requires.

## 15. Conditions and limits

Equation (16) needs an invertible $M$. The bound (8) secures this for $J_i>0$. If fitted hardnesses are negative enough that $x^TAx\le0$ for some neutral $x$, the stationary point is no longer a strict minimum, and where $PAP$ has a zero eigenvalue on neutral vectors $M$ is singular and neither $q$ nor $\lambda$ is determined.

Differentiability of $\chi(R)$ and $E$ is needed as well. A descriptor whose first derivative jumps at the cutoff gives a discontinuous force by either route. If constant bounds on the charges are imposed as inequalities, an atom whose charge sits at its bound has $q_i'=0$. Its row and column are then removed from the linear systems (14) and (15), with $\lambda_i=0$, and the derivation holds for the remaining atoms as long as the set of active bounds does not change.

If the hardness depends on the environment, $A'$ acquires a diagonal, and (19) adds $-\sum_i\lambda_iq_i\,\partial J_i/\partial R_{k\alpha}$ to $dE/dR_{k\alpha}$. Widths that depend on $R$ change both $A'$ and $\partial E/\partial R|_q$. In both cases (16) stands and the pair form (23) must be extended.

The reuse of $M$ rests on its symmetry. Let the unknowns $z=(q,-\mu)$ obey any differentiable system $f(R,z)=0$ with invertible Jacobian $K=\partial f/\partial z$. Differentiation gives $Kz'=-\partial f/\partial R$, so $(\partial E/\partial z)^Tz'=-\Lambda^T\partial f/\partial R$ with $K^T\Lambda=\partial E/\partial z$. One linear solve still suffices when $f$ is nonlinear, but its matrix is the transposed Jacobian at the solution. It equals $K$ when $f$ is the gradient of a function of $z$, since $K$ is then a matrix of second derivatives, and (9) is of this kind with $K=M$.

## Calculated quantities

```
ke = 14.39965 eV A/e^2
eta (1/A^2), rc (A), Q (e) = 0.25 3.5 1 
chi0 (A, B) = 3 6 eV/e
a (A, B) = 2 -1 eV/e
J (A, B) = 5 8 eV/e^2
sig (A, B) = 1 0.5 A
W (A, B) = 3 2 eV
u (A, B) = 2 1 
v (A, B) = 1 -2 1/e
R atom 1 (A) = 0 0 0 A
R atom 2 (B) = 1.6 0.4 0 A
R atom 3 (A) = 3 -0.3 0.5 A
R atom 4 (B) = 4.6 0.2 0.3 A
r12 r13 r14 r23 r24 r34 = 1.6492 3.0561 4.6141 1.6432 3.0216 1.6882 A
G = 0.23983 0.48146 0.46412 0.22327 
chi = 3.47067 5.55259 3.86688 5.78037 eV/e
dchi/dG = 1.88923 -0.79982 1.62426 -0.95176 eV/e
A row 1 = 13.12413 7.50716 4.56709 3.12067 eV/e^2
A row 2 = 7.50716 24.24826 7.52206 4.76550 eV/e^2
A row 3 = 4.56709 7.52206 13.12413 7.41179 eV/e^2
A row 4 = 3.12067 4.76550 7.41179 24.24826 eV/e^2
smallest eigenvalue of A = 7.58136 eV/e^2
q = 0.52160 -0.03398 0.43813 0.07425 e
mu = 12.29386 eV/e
E_elec, E_short, E = 3.08769 6.06942 9.15711 eV
g = 7.47265 4.01346 6.92439 1.94180 eV/e
g_short = 1.25749 -2.99965 0.68806 -3.97772 eV/e
lambda = 0.17253 -0.16568 0.22504 -0.23189 e
nu, dE/dQ by finite difference = 6.14798 6.14798 eV/e
q - lambda = 0.34907 0.13170 0.21309 0.30614 e
d eps/dG = 2.51498 1.49983 1.37613 1.98886 eV
w = 2.18903 1.36731 1.01061 1.76815 eV
dq/dx2 (direct solve) = 0.06942 0.00419 -0.08711 0.01349 e/A
Fx frozen Coulomb = -0.26143 -0.00710 0.17105 0.09748 eV/A
Fx frozen short = -1.76965 0.59217 -0.22327 1.40075 eV/A
Fx response via chi = 0.20455 -0.00354 0.03990 -0.24091 eV/A
Fx response via A = -0.05813 0.04491 -0.26317 0.27639 eV/A
F total atom 1 = -1.88465 -0.42444 -0.01897 eV/A
F total atom 2 = 0.62644 0.95179 -0.37655 eV/A
F total atom 3 = -0.27550 -0.96431 0.55910 eV/A
F total atom 4 = 1.53371 0.43697 -0.16358 eV/A
Fx atom 2: adjoint, direct, fin. diff. = 0.62644040 0.62644040 0.62644040 eV/A
Fx atom 2 = 0.012182 hartree/bohr
max |F - F_fd| = 3.1e-12 eV/A
|F - F_frozen| / |F| = 0.0951 
loop radius = 0.2 A
loop work adjoint, frozen, int g.dq = -5.8981e-17 -1.2055e-03 -1.2055e-03 eV
error orders of E, L, F = 1.001 2.000 1.002 
cluster: atoms, coordinates = 36 108 
CG products: adjoint, direct = 19 2166 
ratio direct/adjoint = 114.0 
cluster max |F - F_fd| = 1.2e-10 eV/A
```
